# Curvature Decay of an Insulated Plate after Transient Heating

A silicon disc 725 µm thick is heated on one face and bends. The heat is then switched off, and a decay time is read from the slope of the logarithm of the curvature. Taken at the instant when a pulse long enough to saturate the bending ends, the ideal slope for the bare disc gives 0.490 ms. Read between 1.2 and 2.4 ms after a 2 ms pulse, with the thin metal heater still on the face, it gives 0.622 ms. The slowest diffusive decay time that bends the bare, evenly heated plate is 0.595 ms. The diffusivity is the same throughout. The first reading mixes several thermal modes, and the second includes a curvature that does not decay on this time scale. A sound scheme has to separate these contributions, and its numerical errors must be small beside them.

## What the curvature measures

Let the plate occupy $0<z<h$, with $u=z-h/2$ measured from its midplane, and let $T(z,t)$ be the temperature rise. The plate is free, laterally uniform and elastic, with constant expansion coefficient $\alpha$ and biaxial modulus $M_s=E/(1-\nu)$. Deflections are small, and bending is first taken to follow the temperature without inertia. Away from the edge the two in-plane strains are equal and linear in depth, so the stress is

$$\sigma=M_s(\varepsilon_0+\kappa u-\alpha T).$$

A free plate carries no net force and no net moment. Since $\int_0^h u\,dz=0$ and $\int_0^h u^2dz=h^3/12$, the two balances read

$$\varepsilon_0h=\alpha\int_0^hT\,dz,\qquad
\kappa\frac{h^3}{12}=\alpha\int_0^huT\,dz .$$

The curvature therefore depends on the first moment $m$ of the temperature:

$$\kappa=\frac{12\alpha}{h^3}m,\qquad m=\int_0^huT\,dz. \tag{1}$$

The modulus has cancelled because it is uniform. If the temperature falls steadily from $z=0$ to $z=h$, the weight $u$ is negative where $T$ is large, so $\kappa<0$. The face $z=0$ is then the longer one, and it is convex.

Equation (1) ignores the mean temperature and every profile symmetric about the midplane. A front-to-back temperature difference is a poor substitute for it, because profiles with equal face temperatures can have different moments.

## Why the first slope is too steep

Let $k$ be the conductivity, $C$ the heat capacity per volume and $D=k/C$ the diffusivity. A flux $q$ enters at $z=0$ for a time $t_p$, and no other heat crosses the faces:

$$\partial_tT=D\,\partial_z^2T,\qquad -k\,\partial_zT(0)=q\ \text{or}\ 0,\qquad \partial_zT(h)=0.$$

The insulated modes are $\cos(n\pi z/h)$, whose slopes vanish at both faces. Define the amplitudes

$$a_n=\frac2h\int_0^hT\cos\frac{n\pi z}{h}\,dz,\qquad n\ge1.$$

Differentiate in time, insert the heat equation and integrate by parts twice. The first integration leaves the boundary term $-\partial_zT(0)=q/k$; the second leaves none, because the sine vanishes at both faces. Thus

$$\dot a_n=\frac{2D}{h}\left[\frac qk-\frac{n^2\pi^2}{h^2}\frac h2a_n\right]
=\frac{2q}{Ch}-\frac{n^2}{\tau}a_n,\qquad
\tau=\frac{h^2}{\pi^2D}. \tag{2}$$

From a cold start, $a_n=(2q\tau/Chn^2)(1-e^{-n^2t/\tau})$ during the pulse. Afterwards the value reached at $t_p$ is multiplied by $e^{-n^2(t-t_p)/\tau}$. With $(x)_+=\max(x,0)$, both stages are

$$a_n=\frac{2q\tau}{Chn^2}\left[e^{-n^2(t-t_p)_+/\tau}-e^{-n^2t/\tau}\right].$$

The moment of each mode follows by one integration by parts, in which the boundary term again contains a vanishing sine:

$$\int_0^hu\cos\frac{n\pi z}{h}dz
=-\frac{h}{n\pi}\int_0^h\sin\frac{n\pi z}{h}dz
=\frac{h^2}{n^2\pi^2}\left[(-1)^n-1\right].$$

This is zero for even $n$ and $-2h^2/(n^2\pi^2)$ for odd $n$. Equation (1) then gives

$$\kappa(t)=-\frac{48\alpha q\tau}{\pi^2Ch^2}
\sum_{n\ \mathrm{odd}}\frac{1}{n^4}
\left[e^{-n^2(t-t_p)_+/\tau}-e^{-n^2t/\tau}\right]. \tag{3}$$

The factor 48 is the product of 12 from bending, 2 from the amplitude and 2 from the mode moment.

After heating, the slowest term decays with $\tau$, and the next with $\tau/9$. The statement that curvature decays with $\tau$ thus has two conditions: the $n=1$ mode must be excited, and the faster modes must have died away. Equal heating of both faces excites even modes alone and produces no curvature. A profile containing only $n=3$ decays in $\tau/9=0.0661$ ms; its simulated time is 0.06617 ms.

The slope at switch-off can be found without the series. Multiplying the heat equation by $u$ and integrating gives

$$\dot m=D[u\,\partial_zT]_0^h-D\int_0^h\partial_zT\,dz
=-\frac{qh}{2C}+D[T(0)-T(h)]. \tag{4}$$

After long heating the profile rises uniformly: $T=qt/(Ch)+f(z)$, with $f''=q/(kh)$ and $f'(h)=0$. Hence $f'=-(q/k)(1-z/h)$, and the face difference is $f(0)-f(h)=qh/(2k)$. To find the moment, use $g=(u^2-h^2/4)/2$, which vanishes at both faces and has derivative $u$:

$$m=-\int_0^hgf'dz=\frac qk\int_{-h/2}^{h/2}g\left(\frac12-\frac uh\right)du
=\frac{q}{2k}\left(-\frac{h^3}{12}\right)=-\frac{qh^3}{24k}.$$

The term in $u/h$ drops out because $g$ is even. The saturated curvature is therefore

$$\kappa_\infty=-\frac{\alpha q}{2k}. \tag{5}$$

It does not depend on thickness. A thicker plate has a larger temperature difference, proportional to $h$, but the same gradient scale $q/k$, and curvature is strain per depth.

At switch-off the flux term in (4) disappears while the profile is still unchanged, so $\dot m=D\,qh/(2k)=qh/(2C)$. The apparent decay time is

$$-\frac{m}{\dot m}=\frac{qh^3/(24k)}{qh/(2C)}=\frac{h^2}{12D}=\frac{\pi^2}{12}\tau .$$

This is 0.490 ms here, 18% below $\tau$. The value belongs to the instant of switch-off alone: the front face at first cools as the square root of time, and 10 µs later the apparent decay time is already 0.53 ms. The difference comes from the higher odd modes, so the fit must start later.

## Why simple time stepping is costly

Divide the plate into $N$ cells of width $\Delta=h/N$, numbered $j=0,\dots,N-1$, and store the cell temperatures $T_j$. The flux through an interior face is $-k(T_{j+1}-T_j)/\Delta$; the front flux is $q$ or zero, and the back flux is zero. Each cell obeys

$$C\Delta\,\dot T_j=F_{j-1/2}-F_{j+1/2}. \tag{6}$$

When the cells are added, every interior flux appears once with each sign. The stored heat therefore changes only by the imposed flux, which keeps an artificial drift out of the mean temperature.

With no flux at the faces, the vectors $v_j=\cos[m'\pi(j+\tfrac12)/N]$ are eigenvectors, where $m'$ is the mode number. The identity $v_{j+1}+v_{j-1}=2\cos(m'\pi/N)\,v_j$ gives the interior rates. At the ends, the cosine continued one cell outward satisfies $v_{-1}=v_0$ and $v_N=v_{N-1}$, which is the no-flux condition. The rates are

$$\lambda_{m'}=\frac{2D}{\Delta^2}\left(1-\cos\frac{m'\pi}{N}\right)
=\frac{4D}{\Delta^2}\sin^2\frac{m'\pi}{2N}. \tag{7}$$

A forward step multiplies a mode by $1-\lambda\,\delta t$. The fastest rate is close to $4D/\Delta^2$, so stability requires about $\delta t\le\Delta^2/(2D)$. For 120 cells, $\Delta=6.04$ µm and the limit is 0.20 µs. Halving the cell width would cut it fourfold, although the curvature varies over hundreds of microseconds.

Averaging the conduction term between the old and new times removes this limit. With $L$ the conduction matrix in (6) and $s$ the heating rate of each cell, the Crank–Nicolson step is

$$\left(1-\frac{\delta t}{2}L\right)T^{p+1}
=\left(1+\frac{\delta t}{2}L\right)T^p+\delta t\,s. \tag{8}$$

A free mode is now multiplied by $(1-\lambda\delta t/2)/(1+\lambda\delta t/2)$, whose magnitude is below one for every positive $\lambda$. Stability alone does not guarantee a clean signal: for a very large step the factor approaches $-1$, and grid-scale ripple persists. With $\delta t=2.5$ µs and 120 cells, the fastest mode has $\lambda\delta t/2\simeq12.3$ and a factor near $-0.85$. After the 480 steps before the fit begins, that ripple is negligible. The pulse edges fall on step boundaries, so no step contains a partly applied flux.

## Computing the moment on the grid

Replacing the integral in (1) directly by $\Delta\sum u_jT_j$ gives a slightly wrong amplitude even for a linear profile. The cell centres are $u_j=\Delta[j-(N-1)/2]$, and the sum of their squares is $\Delta^2N(N^2-1)/12$. Hence

$$\Delta\sum_ju_j^2=\frac{h^3}{12}\left(1-\frac1{N^2}\right),$$

and the direct sum is too small by the fraction $1/N^2$, or 0.11% for 30 cells. Dividing by the discrete second moment cures this:

$$\kappa=\alpha\,\frac{\sum_ju_jT_j}{\sum_ju_j^2}. \tag{9}$$

This is $\alpha$ times the least-squares slope of the cell temperatures. The change rescales the whole history by a constant. It improves the amplitude during heating but leaves a fitted decay time unchanged, so late in the decay the error of the rate still affects the amplitude.

The decay time has its own grid error. Using $\sin^2x\simeq x^2(1-x^2/3)$ with $x=\pi/(2N)$ in (7),

$$\lambda_1\simeq\frac1\tau\left(1-\frac{\pi^2}{12N^2}\right),\qquad
\frac{\tau_N-\tau}{\tau}\simeq\frac{\pi^2}{12N^2}. \tag{10}$$

The predicted errors for 30, 60 and 120 cells are 0.0914%, 0.0228% and 0.0057%. The simulated decays give 0.0913%, 0.0227% and 0.0056%. The small remaining difference has the sign and size of the time-step error: expanding the logarithm of the Crank–Nicolson factor raises the rate by the fraction $(\delta t/\tau)^2/12=1.5\times10^{-6}$.

## The worked pulse

The disc has a radius of 5 mm. Its rough room-temperature properties are $k=148$ W/(m K), density 2330 kg/m³, heat capacity 710 J/(kg K) and $\alpha=2.6$ ppm/K. Thus $C=1.654\times10^6$ J/(m³ K), $D=0.895$ cm²/s, and

$$\tau=\frac{(7.25\times10^{-4}\ \mathrm m)^2}{\pi^2(8.946\times10^{-5}\ \mathrm{m^2/s})}
=5.95\times10^{-4}\ \mathrm s=0.595\ \mathrm{ms}.$$

The absorbed flux is 100 W/cm², or $10^6$ W/m², for 2 ms. Equation (5) gives

$$\kappa_\infty=-\frac{(2.6\times10^{-6})(10^6)}{2(148)}\ \mathrm{m^{-1}}
=-8.78\ \mathrm{km^{-1}}.$$

At the end of the pulse the simulated curvature is $-8.48$ km⁻¹, a radius of about 118 m. The front cell is then 3.25 K above the starting temperature and the back cell 0.89 K. The mean rise afterwards is $qt_p/(Ch)=1.67$ K.

The late history can be checked by hand. Since $\sum_{n\,\mathrm{odd}}n^{-4}=\pi^4/96$, the prefactor in (3) is $96\kappa_\infty/\pi^4=-8.66$ km⁻¹. At $t=4$ ms the first mode gives

$$-8.66\left(e^{-2/0.5953}-e^{-4/0.5953}\right)=-0.290\ \mathrm{km^{-1}},$$

in agreement with the simulation. Over the whole 5 ms history, the largest difference between simulation and series is 0.0025% of $|\kappa_\infty|$.

## Why the late slope is too shallow

Waiting removes the higher modes but exposes the heater film. Let the film have thickness $h_f\ll h$, biaxial modulus $M_f$ and expansion $\alpha_f$. To leading order in $h_f/h$, at uniform temperature, the plate imposes its own expansion on the film. The film then carries a force per width $-M_fh_f(\alpha_f-\alpha)T$ at $u=-h/2$. Moment balance gives

$$M_s\kappa_f\frac{h^3}{12}+\frac h2M_fh_f(\alpha_f-\alpha)T=0,
\qquad
\kappa_f=-\frac{6M_fh_f(\alpha_f-\alpha)}{M_sh^2}T. \tag{11}$$

During the transient, $T$ is taken as the front-face value. This omits the elastic strain of the face caused by the curved part of the profile. After long heating that part is $(q/k)(u^2/2h-h/24)$, which equals $qh/(12k)=0.41$ K at a face. The omitted strain is then about $1.1\times10^{-6}$, some 3% of the film mismatch strain at the end of the pulse. After switch-off it falls quickly and changes sign within 0.1 ms; at late times it decays with $\tau$, like the gradient curvature.

The film is 50 nm of nickel-chromium with rough values $M_f=300$ GPa and $\alpha_f=13$ ppm/K; for silicon, $M_s=180.6$ GPa. Equation (11) gives $-0.0320$ km⁻¹ at the end of the pulse, under 0.4% of the signal. Its final value, set by the mean rise, is $-0.0164$ km⁻¹. Diffusion inside an insulated plate cannot remove that mean.

At the start of the fit window the gradient curvature is $-1.11$ km⁻¹, and at its end $-0.148$ km⁻¹. The film plateau adds 1.5% at the start and 11% at the end. From these two points alone,

$$\frac{1.2\ \mathrm{ms}}{\ln[(1.11+0.0164)/(0.148+0.0164)]}\simeq0.62\ \mathrm{ms},$$

which explains the second reading. The fit over the window gives 0.622 ms, 4.4% above $\tau$. Waiting longer would make the bias worse.

The cure is to subtract the plateau before taking the logarithm. What is left of the film term consists of the same decaying thermal modes, so at late times it too follows $\tau$. The corrected fit gives 0.5953 ms. In a measurement the plateau could be read about 9 ms after the pulse, some 15 decay times, provided that the heating is laterally uniform.

The resulting procedure is to advance (6) with (8), evaluate (9), add the film term, subtract its plateau, and fit after the $n=3$ mode has gone. At the start of this window that mode is smaller than the first by about $e^{-16}/81\sim10^{-9}$.

## Heat loss and inertia

Real faces lose heat. For a constant loss coefficient $H$ on each face, the mean obeys $Ch\,\dot{\bar T}=-2H\bar T$. With a rough $H=10$ W/(m² K), its decay time $Ch/(2H)$ is 60 s. The slowest decay of temperature is then this one, while $\tau$ remains the slowest decay of the gradient curvature, because equal losses keep the slowly cooling profile symmetric about the midplane.

The effect on $\tau$ follows from the mode $\sin(\mu u/h)$, whose face condition is $\mu\cos(\mu/2)=-B\sin(\mu/2)$ with $B=Hh/k$. Put $\mu=\pi+\delta$. For small $B$ the cosine is $-\delta/2$ and the sine is 1, so $\delta\simeq2B/\pi$ and $\mu^2\simeq\pi^2+4B$. The rate rises by the fraction $4B/\pi^2$, here 0.002%. A constant $H$ does not describe still air on the millisecond scale, because the air near each face stores heat and later returns part of it. The late fit then gives a decay time about 0.2% longer, and a weak, slower tail eventually outlasts $\tau$. In vacuum this effect is absent.

Inertia is a stricter condition. At the start of heating the faces are equally warm, so (4) and (1) give $\dot\kappa_0=-6\alpha q/(Ch^2)=-17.9$ m⁻¹ s⁻¹. Model the disc by one oscillator, $\ddot y=\omega^2(\kappa-y)$. The difference $d=y-\kappa$ starts at zero with velocity $-\dot\kappa_0$. If $\ddot\kappa$ is neglected over the first oscillation, $d=-(\dot\kappa_0/\omega)\sin\omega t$.

For a free disc of radius $a$, the lowest axisymmetric deflection is a sum of $J_0(xr/a)$ and $I_0(xr/a)$. Zero edge shear fixes their coefficients in the ratio $I_1(x):-J_1(x)$, and zero edge moment then requires

$$x\left[\frac{J_0(x)}{J_1(x)}+\frac{I_0(x)}{I_1(x)}\right]=2(1-\nu),\qquad
\omega=\frac{x^2h}{a^2}\sqrt{\frac{E}{12\rho(1-\nu^2)}},$$

where $\rho$ is the density. With rough isotropic values $E=130$ GPa and $\nu=0.28$, $x=2.993$ and the thin-plate period is 10.8 µs; shear and rotary inertia, neglected here, lengthen it to about 11.1 µs. The ringing estimate is 0.031 km⁻¹; integrating the oscillator with the series as its drive gives 0.030 km⁻¹. This estimate assigns the whole curvature to one oscillator at the frequency of the lowest mode, whereas the real response is shared among several modes. When the uniform curvature is expanded in the free modes of the disc, the lowest mode contributes 1.53 times that curvature at the centre, and the higher modes together cancel the excess. The lowest mode therefore rings there with about 0.047 km⁻¹. By (4), switching off the flux changes the curvature rate by the same amount with the opposite sign, so it starts a second ringing of about equal size. If nothing damps them, the two together can reach about 0.09 km⁻¹ at the centre in this mode, depending on their relative phase. Higher modes ring more weakly and can add to this. The lowest mode's share alone is small beside the peak but can be nearly two thirds of the signal at the end of the fit window, so the data should be averaged over whole periods. For a 200 mm wafer of equal thickness the period is 4.3 ms, longer than $\tau$, and the quasi-static scheme fails.

## The real disc

The thickness is that of a common 200 mm silicon wafer, and the small disc is chosen for its fast mechanical response. A resistive film is used because light absorbed in the silicon could also create carriers, which strain it. If the film lies directly on the silicon, without an insulating layer, the silicon must have a high resistivity: with roughly 10 Ω m for the disc and $1.1\times10^{-6}$ Ω m for the film, the ratio of film to silicon sheet resistance is 0.16%, so little current leaks into the disc. Of the effects estimated here that remain for uniform heating once the film plateau is subtracted and the ringing is averaged out, the change of properties with temperature is the largest: with rough slopes $k\propto T_{\mathrm{abs}}^{-1.3}$, where $T_{\mathrm{abs}}$ is the absolute temperature, and heat capacity rising by 0.1% per kelvin, the final mean rise lowers $D$ by 0.9% and lengthens $\tau$ by as much. That is far more than the grid error, so further refinement would not improve the prediction. Uneven heating, which real contacts can cause, acts in two ways. The uneven part of the through-thickness gradient also spreads sideways, so it decays slightly faster than $\tau$, in 0.577 ms for the slowest axisymmetric pattern, and this shifts the fitted time. The temperature averaged over the depth evens out much more slowly, with a decay time of 19 ms for that pattern and 82 ms for a side-to-side difference, and the film plateau can drift meanwhile. The central deflection is only 106 nm, about $1.5\times10^{-4}$ of the thickness, which supports the small-deflection assumption. Edge corrections extend inward by roughly one thickness, so the curvature should be read near the centre.

## Computed values

```
thickness 725 um, disc radius 5.0 mm
k 148 W/(m K), density 2330 kg/m3
heat capacity 710 J/(kg K), alpha 2.6 ppm/K
Young 130 GPa, Poisson ratio 0.28
silicon biaxial modulus 180.6 GPa
flux 100 W/cm2, pulse 2.0 ms
diffusivity 0.8946 cm2/s
tau = h^2/(pi^2 D): 0.59529 ms
time step 2.5 us
fit window after pulse 1.2 to 2.4 ms
30 cells: fitted time 0.59583 ms, error 0.0913 %
60 cells: fitted time 0.59543 ms, error 0.0227 %
120 cells: fitted time 0.59532 ms, error 0.0056 %
steady curvature -8.7838 1/km
initial curvature rate -17.940 1/(m s)
t 0.1 ms: curvature simulated -1.44175, series -1.44191 1/km
t 0.5 ms: curvature simulated -5.04603, series -5.04626 1/km
t 1.0 ms: curvature simulated -7.16999, series -7.17016 1/km
t 2.0 ms: curvature simulated -8.48294, series -8.48300 1/km
t 2.5 ms: curvature simulated -3.60786, series -3.60767 1/km
t 3.0 ms: curvature simulated -1.55771, series -1.55756 1/km
t 4.0 ms: curvature simulated -0.29039, series -0.29033 1/km
largest history error 0.0025 % of steady
pulse end: front cell 3.246 K, back cell 0.886 K
final mean rise 1.6675 K
apparent time just after long pulse 0.4896 ms
third mode alone: fitted time 0.06617 ms
film: 50 nm, modulus 300 GPa, alpha 13 ppm/K
film curvature at pulse end -0.03201 1/km
film curvature plateau -0.01645 1/km
fit with film, plateau kept 0.6217 ms
fit with film, plateau subtracted 0.59532 ms
diffusivity drift at final mean rise -0.89 %
expansion drift at front peak 0.81 %
face loss coefficient 10 W/(m2 K), Biot 4.90e-05
mean-temperature decay time 60.0 s
curvature rate shift by losses 0.00199 %
radial equalization time 19.03 ms
film/silicon sheet-resistance ratio 0.16 %
disc deflection 106.0 nm, over thickness 1.46e-04
free-disc frequency root 2.9931 (dimensionless)
disc vibration period 10.77 us
200 mm wafer vibration period 4.31 ms
ringing estimate 0.03074, integrated 0.03024 1/km
```
